# Holstein's equation and the escape factor of its fundamental mode: a program that tests the result

```python
# Result under test: trapped resonance radiation obeys the Holstein equation
#   dn/dt = -A n + A Integral G n + S - Q n,
# and its fundamental mode decays at g0*A + Q, where 1-g0 is the largest
# eigenvalue of the photon-transfer kernel. Geometry: slab of gap L.
# A: spontaneous rate; Q: quenching rate; S: excitation rate per volume;
# k0: Doppler line-centre absorption; depth=k0*L; x: detuning/Doppler width;
# H: absorption profile divided by k0; a: natural-width Voigt parameter.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, toeplitz
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import exp1, expn, wofz

rng = np.random.default_rng(12345)
root_pi = np.sqrt(np.pi)

# Rough typical inputs for an argon etch plasma
wavelength = 107e-9
A = 1.2e8
weight_ratio = 3.0
mass = 40 * const.atomic_mass
temperature = 400.0
pressure_mtorr = 5.0
gap = 0.05
radius = 0.15
source = 1e21
quench = 2e4
reflectivity = 0.2

density = pressure_mtorr * 1e-3 * const.torr / (const.k * temperature)
v0 = np.sqrt(2 * const.k * temperature / mass)
doppler_width = v0 / wavelength
k0 = (weight_ratio * wavelength**2 * A * density
      / (8 * np.pi * root_pi * doppler_width))
depth = k0 * gap
a_nat = A / (4 * np.pi * doppler_width)
photon_energy = const.h * const.c / wavelength

# Uniform frequency grid for Doppler integrals on the half line
xg = np.linspace(0, 6, 601)
wg = np.full(xg.size, xg[1])
wg[0] *= 0.5
wg[-1] *= 0.5
Hg = np.exp(-xg**2)


def transmission(rho):
    return 2 / root_pi * np.exp(-np.outer(rho, Hg)) @ (Hg * wg)


def transfer_matrix(optical_depth, cells, a=0.0):
    """Exact cell averages of the slab kernel, from its double integral."""
    y = np.linspace(0, 7, 281)
    w = np.cosh(y) * y[1]
    w[0] *= 0.5
    w[-1] *= 0.5
    profile = wofz(np.sinh(y) + 1j * a).real
    h = optical_depth / cells
    t = np.outer(h * np.arange(cells + 1), profile)
    F = (expn(3, t) - 0.5 + t) @ w / root_pi
    column = np.empty(cells)
    column[0] = 2 * F[1] / h
    column[1:] = (F[2:] - 2 * F[1:-1] + F[:-2]) / h
    return toeplitz(column), 1 - 2 * F[-1] / optical_depth


def slow_modes(matrix, count=3):
    start = np.linspace(1, 2, matrix.shape[0])
    values, vectors = eigsh(matrix, k=count, which='LA', v0=start)
    order = np.argsort(-values)
    return 1 - values[order], vectors[:, order]


# Planck radiation must produce Boltzmann populations in the two levels
T_rad = 8000.0
nu = const.c / wavelength * (1 + np.r_[-xg[:0:-1], xg] * v0 / const.c)
line = np.exp(-np.r_[-xg[:0:-1], xg]**2) / root_pi * xg[1]
flux = (8 * np.pi * nu**2 / const.c**2
        / np.expm1(const.h * nu / (const.k * T_rad)))
up = np.sum(weight_ratio * wavelength**2 * A / (8 * np.pi) * line * flux)
down = A + up / weight_ratio
boltzmann = weight_ratio * np.exp(-photon_energy / (const.k * T_rad))
assert abs(up / down / boltzmann - 1) < 1e-4

# Integrate the three-dimensional point kernel over a plane
s_test = 2.0
log_r = np.linspace(np.log(1e-5), np.log(1e4), 2101)
R = np.exp(log_r)
rho = np.sqrt(R**2 + s_test**2)
step = 1e-4
slope = ((transmission(rho * (1 + step)) - transmission(rho * (1 - step)))
         / (2 * step * rho))
point_kernel = -slope / (4 * np.pi * rho**2)
plane = np.sum(2 * np.pi * R**2 * point_kernel) * (log_r[1] - log_r[0])
slab = np.sum(Hg**2 * exp1(Hg * s_test) * wg) / root_pi
assert abs(plane / slab - 1) < 1e-5

# Long-flight Doppler law; its next correction is about 0.3 percent here
rho_far = 1e6
T_far = transmission(np.array([rho_far]))[0]
T_law = 1 / (rho_far * np.sqrt(np.pi * (np.log(rho_far) + np.euler_gamma)))
assert abs(T_far / T_law - 1) < 0.01

# Slab modes and grid convergence
cells = 1200
matrix, uniform_escape = transfer_matrix(depth, cells)
g, modes = slow_modes(matrix)
g0 = g[0]
mode = modes[:, 0] * np.sign(modes[:, 0].sum())
assert mode.min() > 0 and 0 < g0 < uniform_escape
coarse, _ = transfer_matrix(depth, 400)
g_coarse = slow_modes(coarse)[0][0]
assert abs(g_coarse / g0 - 1) < 0.01

# Direct local escape probability, independent of the transfer matrix
tau = (np.arange(cells) + 0.5) * depth / cells
eta = ((expn(2, np.outer(tau, Hg)) + expn(2, np.outer(depth - tau, Hg)))
       @ (Hg * wg) / root_pi)
g_identity = np.sum(eta * mode) / mode.sum()
assert abs(g_identity / g0 - 1) < 2e-3

# Release an initially uniform population and follow its decay in time
time_step = 1e-7
propagator = expm(-(np.eye(400) - coarse) * A * time_step)
population = np.ones(400)
totals = [population.sum()]
for _ in range(120):
    population = propagator @ population
    totals.append(population.sum())
decay = -np.diff(np.log(totals)) / time_step
assert abs(decay[-1] / (g_coarse * A) - 1) < 1e-3
assert decay[0] > decay[10] > decay[-1]

# Uniformly driven steady state and its independent photon balance
loss = A * (np.eye(cells) - matrix)
n_free = np.linalg.solve(loss, np.full(cells, source))
n_quench = np.linalg.solve(loss + quench * np.eye(cells),
                           np.full(cells, source))
g_driven = source / (A * n_free.mean())
assert g0 < g_driven < uniform_escape
emitted = A * np.mean(eta * n_free)
emitted_quench = A * np.mean(eta * n_quench)
assert abs(emitted / source - 1) < 3e-3
assert abs((emitted_quench + quench * n_quench.mean()) / source - 1) < 3e-3

# Single photon flights from a uniform population
trials = 2_000_000
x = rng.normal(0, np.sqrt(0.5), trials)
z = (rng.random(trials) * depth + rng.uniform(-1, 1, trials)
     * rng.exponential(size=trials) * np.exp(x**2))
first_escape = np.mean((z < 0) | (z > depth))
assert abs(first_escape / uniform_escape - 1) < 0.04


def summarize(fractions, burn=300):
    kept = np.array(fractions[burn:])
    batches = kept.reshape(-1, 100).mean(axis=1)
    return kept.mean(), batches.std(ddof=1) / np.sqrt(batches.size)


def simulate_complete(packets, reflect=0.0, steps=1000):
    """Repeated flights; each lost packet is replaced by a survivor's copy."""
    z = rng.beta(1.5, 1.5, packets) * depth
    fractions = []
    for _ in range(steps):
        x = rng.normal(0, np.sqrt(0.5), packets)
        z += (rng.uniform(-1, 1, packets)
              * rng.exponential(size=packets) * np.exp(x**2))
        idx = np.flatnonzero((z < 0) | (z > depth))
        alive = np.ones(packets, dtype=bool)
        while idx.size:
            bounce = rng.random(idx.size) < reflect
            alive[idx[~bounce]] = False
            idx = idx[bounce]
            z[idx] = np.where(z[idx] < 0, -z[idx], 2 * depth - z[idx])
            idx = idx[(z[idx] < 0) | (z[idx] > depth)]
        lost = np.flatnonzero(~alive)
        survivors = np.flatnonzero(alive)
        z[lost] = z[survivors[rng.integers(0, survivors.size, lost.size)]]
        fractions.append(lost.size / packets)
    return summarize(fractions)


g_mc, error_mc = simulate_complete(20000)
assert abs(g_mc / g0 - 1) < 0.04
g_reflect, error_reflect = simulate_complete(12000, reflectivity)

# Partial redistribution: scattering is coherent in the atom's frame.
# The atom is either resonant (core) or nonresonant (wing), valid for a << 1.
x_table = np.linspace(0, 60, 12001)
H_table = wofz(x_table + 1j * a_nat).real


def absorption(x):
    return np.interp(np.abs(x), x_table, H_table)


def rescatter(x, mu, H):
    size = x.size
    core = rng.random(size) * H < np.exp(-x**2)
    wing_velocity = (np.sign(x) / np.maximum(np.abs(x), 1)
                     + rng.normal(0, np.sqrt(0.5), size))
    u = np.where(core, x, wing_velocity)
    # Dipole angular law, density proportional to 1 + cosine squared
    c = 2 * np.sinh(np.arcsinh(4 * rng.random(size) - 2) / 3)
    sine = np.sqrt(np.maximum(0, 1 - c**2))
    x_new = x - u + u * c + rng.normal(0, np.sqrt(0.5), size) * sine
    azimuth = np.cos(2 * np.pi * rng.random(size))
    mu_new = mu * c + np.sqrt(np.maximum(0, 1 - mu**2)) * sine * azimuth
    return x_new, np.clip(mu_new, -1, 1)


# Equilibrium frequencies should stay in equilibrium; the approximate
# wing velocity has corrections of relative order 1/x squared.
x_old = (rng.normal(0, np.sqrt(0.5), trials)
         + a_nat * rng.standard_cauchy(trials))
x_new, _ = rescatter(x_old, rng.uniform(-1, 1, trials), absorption(x_old))
for threshold in (2.0, 3.5):
    before = np.mean(np.abs(x_old) > threshold)
    after = np.mean(np.abs(x_new) > threshold)
    assert abs(after / before - 1) < 0.15


def simulate_partial(packets=12000, steps=1000):
    z = rng.beta(1.5, 1.5, packets) * depth
    x = rng.normal(0, np.sqrt(0.5), packets)
    mu = rng.uniform(-1, 1, packets)
    H = absorption(x)
    fractions = []
    for _ in range(steps):
        x, mu = rescatter(x, mu, H)
        H = absorption(x)
        z += mu * rng.exponential(size=packets) / H
        out = (z < 0) | (z > depth)
        lost, survivors = np.flatnonzero(out), np.flatnonzero(~out)
        donor = survivors[rng.integers(0, survivors.size, lost.size)]
        for state in (z, x, mu, H):
            state[lost] = state[donor]
        fractions.append(lost.size / packets)
    return summarize(fractions)


g_partial, error_partial = simulate_partial()
g_voigt = slow_modes(transfer_matrix(depth, cells, a_nat)[0])[0][0]

# Fourier transform used for the estimate of lateral escape
q_test = 0.7
fourier = quad(lambda s: exp1(s) * np.cos(q_test * s), 0, 60, limit=200)[0]
assert abs(fourier - np.arctan(q_test) / q_test) < 1e-7


def dispersion(q):
    return 2 / root_pi * np.sum(
        wg * Hg * (1 - Hg / q * np.arctan(q / Hg)))


q_gap = brentq(lambda q: dispersion(q) - g0, 1e-5, 1)
q_side = 2.405 / (k0 * radius)
side_change = dispersion(np.hypot(q_gap, q_side)) / g0 - 1

scan = []
for p in (1.0, 20.0):
    scan_matrix, _ = transfer_matrix(depth * p / pressure_mtorr, cells)
    scan.append((p, slow_modes(scan_matrix)[0][0]))

mean_speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
wall_rate = mean_speed / (2 * gap)
wall_photons = emitted * gap / 2

print(f"Wavelength: {wavelength*1e9:.0f} nm; A: {A:.2e} s^-1")
print(f"Upper/lower statistical weight ratio: {weight_ratio:.0f}")
print(f"Atomic mass: {mass/const.atomic_mass:.0f} u")
print(f"Pressure: {pressure_mtorr:.1f} mTorr; T: {temperature:.0f} K")
print(f"Gap: {gap*100:.1f} cm; chamber radius: {radius*100:.1f} cm")
print(f"Ground density N: {density*1e-6:.3e} cm^-3")
print(f"Thermal speed v0: {v0:.1f} m/s")
print(f"Doppler width v0/lambda: {doppler_width*1e-9:.3f} GHz")
print(f"Photon energy: {photon_energy/const.e:.2f} eV")
print(f"Line-centre k0: {k0/100:.2f} cm^-1")
print(f"Optical depth k0 L: {depth:.1f} (dimensionless)")
print(f"Voigt parameter a: {a_nat:.5f} (dimensionless)")
print(f"Long-flight T/law at k0 rho=1e6: {T_far/T_law:.4f}")
print(f"Mode factors g0,g1,g2: {g[0]:.5f}, {g[1]:.5f}, {g[2]:.5f}")
print(f"Coarse-grid g0 (400 cells): {g_coarse:.5f}")
print(f"Mode-weighted escape probability: {g_identity:.5f}")
print(f"Uniform escape P_u: {uniform_escape:.5f}")
print(f"Simulated first-flight escape: {first_escape:.5f}")
print(f"Simulated g0: {g_mc:.5f} +/- {error_mc:.5f}")
print(f"Mode centre/mean: {mode[cells//2]/mode.mean():.3f}")
print(f"Mode edge/centre: {mode[0]/mode[cells//2]:.3f}")
print(f"Free-atom lifetime: {1e9/A:.2f} ns")
print(f"Trapped rate g0 A: {g0*A:.3e} s^-1")
print(f"Trapped lifetime: {1e6/(g0*A):.3f} us")
print(f"Uniform-start initial rate P_u A: {uniform_escape*A:.3e} s^-1")
print(f"Decay rate, 0 to 0.1 us: {decay[0]:.3e} s^-1")
print(f"Decay rate, 1.0 to 1.1 us: {decay[10]:.3e} s^-1")
print(f"Decay rate, 11.9 to 12 us: {decay[-1]:.3e} s^-1")
for p, value in scan:
    print(f"At {p:.0f} mTorr: g0={value:.5f}; g0 A={value*A:.3e} s^-1")
print(f"Excitation source S: {source*1e-6:.2e} cm^-3 s^-1")
print(f"Untrapped density S/A: {source/A*1e-6:.3e} cm^-3")
print(f"Trapped mean density, Q=0: {n_free.mean()*1e-6:.3e} cm^-3")
print(f"Driven factor g_ss: {g_driven:.5f}; g_ss/g0: {g_driven/g0:.3f}")
print(f"Photon flux per wall, Q=0: {wall_photons*1e-4:.3e} cm^-2 s^-1")
print(f"Power per wall, Q=0: {wall_photons*photon_energy*0.1:.3f} mW/cm^2")
print(f"Electron quenching Q: {quench:.2e} s^-1")
print(f"Mean density with Q: {n_quench.mean()*1e-6:.3e} cm^-3")
print(f"Escaping photon fraction with Q: {emitted_quench/source:.4f}")
print(f"Untrapped photon fraction with Q: {A/(A+quench):.6f}")
print(f"Voigt complete-redistribution g0: {g_voigt:.5f}")
print(f"Voigt/Doppler g0 ratio: {g_voigt/g0:.3f}")
print(f"Partial-redistribution g0: {g_partial:.5f} +/- {error_partial:.5f}")
print(f"Partial/complete Doppler ratio: {g_partial/g0:.3f}")
print(f"Assumed wall reflectivity: {reflectivity:.2f}")
print(f"Reflecting-wall g0: {g_reflect:.5f} +/- {error_reflect:.5f}")
print(f"Reflecting/dark-wall ratio: {g_reflect/g0:.3f}")
print(f"Estimated lateral-escape change: {100*side_change:.2f} %")
print(f"Atom wall-loss estimate: {wall_rate:.2e} s^-1")
print(f"Atom wall loss/(g0 A): {wall_rate/(g0*A):.4f}")
print(f"Gap flight time times A: {A*gap/const.c:.4f}")
print(f"Atom travel v0/A times k0: {v0*k0/A:.4f}")
print(f"Excited fraction: {n_free.mean()/density:.2e}")
print(f"N(lambda/2pi)^3: {density*(wavelength/(2*np.pi))**3:.2e}")
print("ALL CHECKS PASSED")
```

Output:

```
Wavelength: 107 nm; A: 1.20e+08 s^-1
Upper/lower statistical weight ratio: 3
Atomic mass: 40 u
Pressure: 5.0 mTorr; T: 400 K
Gap: 5.0 cm; chamber radius: 15.0 cm
Ground density N: 1.207e+14 cm^-3
Thermal speed v0: 407.8 m/s
Doppler width v0/lambda: 3.811 GHz
Photon energy: 11.59 eV
Line-centre k0: 29.30 cm^-1
Optical depth k0 L: 146.5 (dimensionless)
Voigt parameter a: 0.00251 (dimensionless)
Long-flight T/law at k0 rho=1e6: 1.0028
Mode factors g0,g1,g2: 0.00365, 0.00948, 0.01582
Coarse-grid g0 (400 cells): 0.00366
Mode-weighted escape probability: 0.00365
Uniform escape P_u: 0.00942
Simulated first-flight escape: 0.00943
Simulated g0: 0.00364 +/- 0.00001
Mode centre/mean: 1.411
Mode edge/centre: 0.054
Free-atom lifetime: 8.33 ns
Trapped rate g0 A: 4.381e+05 s^-1
Trapped lifetime: 2.283 us
Uniform-start initial rate P_u A: 1.131e+06 s^-1
Decay rate, 0 to 0.1 us: 8.224e+05 s^-1
Decay rate, 1.0 to 1.1 us: 4.642e+05 s^-1
Decay rate, 11.9 to 12 us: 4.386e+05 s^-1
At 1 mTorr: g0=0.02314; g0 A=2.777e+06 s^-1
At 20 mTorr: g0=0.00077; g0 A=9.290e+04 s^-1
Excitation source S: 1.00e+15 cm^-3 s^-1
Untrapped density S/A: 8.333e+06 cm^-3
Trapped mean density, Q=0: 2.048e+09 cm^-3
Driven factor g_ss: 0.00407; g_ss/g0: 1.115
Photon flux per wall, Q=0: 2.499e+15 cm^-2 s^-1
Power per wall, Q=0: 4.639 mW/cm^2
Electron quenching Q: 2.00e+04 s^-1
Mean density with Q: 1.960e+09 cm^-3
Escaping photon fraction with Q: 0.9604
Untrapped photon fraction with Q: 0.999833
Voigt complete-redistribution g0: 0.00433
Voigt/Doppler g0 ratio: 1.187
Partial-redistribution g0: 0.00331 +/- 0.00002
Partial/complete Doppler ratio: 0.906
Assumed wall reflectivity: 0.20
Reflecting-wall g0: 0.00330 +/- 0.00002
Reflecting/dark-wall ratio: 0.903
Estimated lateral-escape change: 5.97 %
Atom wall-loss estimate: 4.60e+03 s^-1
Atom wall loss/(g0 A): 0.0105
Gap flight time times A: 0.0200
Atom travel v0/A times k0: 0.0100
Excited fraction: 1.70e-05
N(lambda/2pi)^3: 5.96e-04
ALL CHECKS PASSED
```
